Why Ideal 2H and 3C Tetrahedral Crystals Differ Little in Energy

**Symmetry and dimensions**

An ideal tetrahedral crystal AB has equal bonds of length d and equal bond angles. The two forms compared here are 3C (zincblende) and 2H (wurtzite with ideal proportions). The bond length is held the same in both.

Each crystal can be built from identical flat layers. A layer is a triangular lattice of vertical A–B bonds, with the A atom below and the B atom a distance d above it. Seen from above, a layer occupies one of three lateral positions, called A, B and C like the positions in a stack of spheres. The stacking is ABAB… in 2H and ABCABC… in 3C.

Touching layers have different letters in both crystals. The next layer is therefore shifted sideways by either +t or −t. A half-turn about a vertical axis through a bond maps a layer onto itself and exchanges these two shifts. Every pair of touching layers is thus congruent to every other such pair. No energy that involves only one layer, or two touching layers, can distinguish 2H from 3C. The difference must come from layers at least two steps apart.

Dimensions fix the rest of the form for point charges ±q. The only energy that can be built from q and d is q²/(4πε₀d), so

ΔE ≡ E(2H) − E(3C) = −Δα q²/(4πε₀d) per AB pair,

where Δα is a pure number. Symmetry says that Δα contains no contribution from touching layers. It remains to find how much the more distant layers contribute, and whether bonding electrons behave similarly.

**Contribution 1: the shared neighbour shells**

Let a be the lateral lattice constant, h the layer spacing and t = a/√3 the length of the shift. A B atom at height d is bonded to three A atoms of the next layer at height h. Equal bonds and tetrahedral angles require these tilted bonds to rise by d/3, because the cosine of the angle with the downward vertical bond is −1/3. Hence

h = d + d/3 = 4d/3,
t² = d² − d²/9 = 8d²/9,
a² = 3t² = 8d²/3.

Two tilted bonds are 120° apart when seen from above. The cosine of the angle between them is 1/9 + (8/9)(−1/2) = −1/3, as required.

Now stand on an A atom. A layer with the same letter has lateral distances 0 (one atom) and a (six atoms), then larger ones. A layer with another letter has t (three atoms) and 2t (three atoms), then larger ones. Squared distances follow by adding the squared height difference.

Unlike atoms, in the same layer and the two touching layers:

- same layer, height d, lateral 0: r² = d², 1 atom;
- layer below, height h − d = d/3, lateral t: r² = (1/9 + 8/9)d² = d², 3 atoms;
- same layer, height d, lateral a: r² = (1 + 8/3)d² = 11d²/3, 6 atoms;
- layer below, height d/3, lateral 2t: r² = (1/9 + 32/9)d² = 11d²/3, 3 atoms.

The unlike atoms in the layer above are at height h + d = 7d/3 and are farther away than all of these.

Like atoms:

- same layer, lateral a: r² = 8d²/3, 6 atoms;
- each touching layer, height h, lateral t: r² = (16/9 + 8/9)d² = 8d²/3, 3 atoms, so 6 in all.

This gives 4 unlike neighbours at d and 12 like neighbours at √(8/3) d = 1.6330 d. A B atom has the same surroundings with up and down exchanged.

Could a more distant layer intrude? For layers two steps apart, the smallest height difference is between the B atom of the lower layer and the A atom of the upper one:

2h − d = 8d/3 − d = 5d/3 = 1.6667 d.

This exceeds 1.6330 d, so the first two shells are complete and identical in 2H and 3C. The margin is narrow, but it is enough.

The argument covers more than pairs. Take any group of atoms whose mutual distances are all below 5d/3. It must lie in one layer or in two touching layers, and such groups occur equally often in both crystals. Energies of bond stretching and of bond angles at a common atom therefore cancel in ΔE.

Equal distances and counts do not make the second shells congruent. Three of the twelve atoms lie in the layer above and three in the layer below. In 3C these two triangles point in opposite directions. In 2H they lie directly above one another, which creates mutual distances 2h = 8d/3 that are absent in 3C. A force law that links a central atom to two such second neighbours could detect this.

**Contribution 2: the third shell**

The first difference comes from the unlike atoms two layers down, at height difference 5d/3. In 2H that layer has the same letter, so one atom lies straight below at 5d/3. In 3C it has another letter, so three atoms lie at lateral distance t:

r² = (25/9 + 8/9)d² = 33d²/9 = 11d²/3.

These three join the nine found above. The third shell is therefore

3C: 12 unlike atoms at √(11/3) d = 1.9149 d,
2H: 1 unlike atom at 1.6667 d, with 9 more at 1.9149 d in the following shell.

One close atom replaces three somewhat more distant ones. For a general pair force the effect on the energy is a difference of two terms, and it may have either sign.

The next lateral distances change too. Two layers down, 2H has six atoms with r² = (25/9 + 24/9)d² = 49d²/9, or r = 7d/3. In their place 3C has three with r² = (25/9 + 32/9)d² = 19d²/3, or r = 2.5166 d. It is safer to compare whole layers than to stop at a chosen shell.

**Pair forces, layer by layer**

Let D(z) be the energy of one atom with a lattice plane at height z when it is aligned with an atom of the plane, minus its energy when displaced by t. The shifts +t and −t give the same energy. For two layers m steps apart, the cost of having equal letters rather than different ones is, per AB pair,

K(m) = D_AA(mh) + D_BB(mh) + D_AB(mh + d) + D_AB(mh − d).

The four terms are the four ways to choose one atom from each layer. Equal letters occur at even m in 2H and at multiples of 3 in 3C. Therefore

ΔE = Σ_m s(m)K(m), s(m) = [m even] − [m divisible by 3],

where a bracket is 1 if its statement is true and 0 otherwise. Each pair of layers is counted once by taking m > 0. The first terms are

ΔE = K(2) − K(3) + K(4) + … .

There is no K(1), as symmetry demanded. If K falls quickly, K(2) dominates.

This also covers other polytypes. K(2) is paid once for each layer whose two neighbours have the same letter. That is every layer in 2H, none in 3C and half the layers in 4H, whose stacking is ABCB. In this leading approximation 4H lies halfway between 3C and 2H. An intrinsic stacking fault in 3C, with stacking …ABCAB|ABC…, contains two such layers, so it costs about 2K(2) per lateral cell. Both statements fail if K(3) or many-body terms are comparable with K(2).

**Contribution 3: electrostatics**

Put charge +q on A and −q on B. Coulomb forces have a long range, so the equality of two shells does not by itself make their contribution to ΔE small. The smallness comes from how the field of a lattice plane depends on lateral position.

Take a plane of unit charges with cell area S, and drop the factor 1/(4πε₀) for now. Above the plane its potential satisfies Laplace's equation. A component varying as exp(iG·ρ) along the plane must therefore vary as exp(−Gz) away from it. The slope jumps by −2Gφ_G across the plane, and Gauss's law sets this equal to −4π/S. Thus

φ_G = 2π/(SG).

The G = 0 part does not depend on the letter. With zero average electric field imposed on both crystals, it cancels in ΔE. What remains is

D(z) = Σ_G (2π/(SG)) [1 − cos(G·t)] exp(−Gz).

The six shortest vectors have length G = 4π/(√3 a). Since √3 a = √8 d, this is G = √2 π/d. For each of them G·t is ±2π/3 up to a full turn, so the bracket is 1 + 1/2 = 3/2. The six together give

D(z) ≈ (2π/(SG)) · 6 · (3/2) · exp(−Gz) = (18π/(SG)) exp(−Gz).

The cell area is S = (√3/2)a² = 4d²/√3, hence

18π/(SG) = 18π · √3/(4√2 π d) = 9√3/(2√2 d).

Like charges enter K with sign +, unlike charges with sign −:

K(m) = q²[2D(mh) − D(mh + d) − D(mh − d)]
≈ q²D(mh)[2 − exp(−Gd) − exp(Gd)]
= −4q² sinh²(Gd/2) D(mh).

The last line uses eˣ + e⁻ˣ − 2 = 4 sinh²(x/2). With m = 2, Gd/2 = π/√2 and 2Gh = 8√2π/3, the leading result is

Δα ≈ (9√3/(2√2)) · 4 sinh²(π/√2) · exp(−8√2π/3) = 0.003274.

K(2) is negative, so this contribution favours 2H. Almost all of it comes from the term D(2h − d), the two planes of unlike charge 5d/3 apart: a charge is attracted most strongly by the whole plane when it sits directly over one of its atoms. The like-charge terms oppose this by only about 2 %. The single facing pair does not explain the sign by itself, because one neighbour at 5d/3 in place of three at √(11/3) d changes the energy by (−0.600 + 1.567) q²/d, which favours 3C; the more distant atoms of the same plane reverse this. The contribution is small because, seen from two layers away, the charges of a plane have nearly merged into a uniform sheet. The range of the Coulomb force survives in the average field, which does not know the letter.

The Madelung constant α gives the electrostatic energy as −αq²/(4πε₀d) per AB pair. Ewald summation, which splits the Coulomb sum into two rapidly converging sums, gives

α(3C) = 1.638055, α(2H) = 1.641322, Δα = 0.003267.

Thus Δα is 0.2 % of α(3C). The layer formula with terms up to m = 12 gives 0.003266. The leading value is slightly too large because it omits the K(3) term, which has the opposite sign. The remaining difference of about 10⁻⁶ is of the size expected from the neglected longer vectors G.

**Contribution 4: bonding electrons**

Bonds are not pair forces, so the electrons need a separate argument. Give every atom one s and three p orbitals, and let electrons hop only between bonded atoms. For a bond along the unit vector n, the hopping block T from one atom to the next is

T_ss = V_ss, T_s,a = n_a V_sp, T_a,s = −n_a V_sp,
T_a,b = (V_σ − V_π)n_a n_b + V_π δ_ab,

where a and b label the p orbitals. The nth moment of the spectrum is the trace of Hⁿ per AB pair. It is a sum over closed walks of n steps, where a step is either a hop or a stay on the same atom.

A walk can close by retracing its bonds or by going round a ring. Rings have an even number of bonds because A and B alternate. A ring of four is impossible. In any quadrilateral the squared diagonals add up to at most the sum of the squared sides, here 4d². Tetrahedral angles would make the diagonals add up to 8d²/3 + 8d²/3 = 16d²/3, which is larger. The shortest ring therefore has at least six bonds.

A closed walk of up to five steps must then cross each of its bonds at least twice, so it uses at most two different bonds. These share an atom and meet at the tetrahedral angle. Such walks have equal contributions and equal numbers in both crystals. The first five moments are identical.

Six steps can retrace three bonds. Three bonds that meet at one atom have the same geometry in both crystals, but a chain 1–2–3–4 has a twist angle that might reveal the stacking. It does not. Sum T₃₄T₄₃ over all four neighbours of atom 3. The s–p part is proportional to Σn = 0, and the p–p part contains Σn_a n_b = (4/3)δ_ab, so the sum has no preferred direction. Removing the neighbour that is atom 2 leaves a matrix that depends on the bond 2–3 alone. The twist has dropped out, and any difference in the sixth moment comes from six-atom rings.

Consider the ring formed by two adjacent vertical bonds, one atom of the layer above and one of the layer below. In 3C these last two atoms lie on opposite sides of the ring, which has the shape of a chair. In 2H they lie on the same side, one above the other, and the ring is a boat. Their separation is h − (d − h) = 5d/3. The pair that opens the third shell is thus also the pair at the two tips of the boat.

Equal low moments make a small energy difference plausible, but they do not set its size. That takes a calculation.

**The contributions in numbers**

Take round parameters in the rough regime of silicon carbide: d = 0.19 nm and q = 1 e. The Coulomb unit is e²/(4πε₀d) = 7.579 eV. Then

electrostatic energy of 3C = −1.638055 × 7.579 eV = −12.41 eV per pair,
ΔE(Coulomb) = −0.003267 × 7.579 eV = −24.8 meV per pair,

or −12.4 meV per atom.

For the electrons, take s and p levels of −14 and −7 eV on A, and −19 and −11 eV on B. The hoppings are V_ss = −3, V_sp = 4, V_σ = 6 and V_π = −1.5 eV. The Hamiltonian is diagonalized on a 14 × 14 × 14 mesh of wave vectors, and the lowest four bands per AB pair are filled with eight electrons. Relative to separate atoms with two s and two p electrons each, the band energy of 3C is lower by 59.9 eV per pair. This is not a cohesive energy, since the repulsion between atoms is left out. The difference between the crystals is

ΔE(band) = +2.6 meV per pair,

which is 0.0043 % of that gain. The sixth moments, with energies measured from the mean orbital level, differ by 5.6 × 10⁻⁴ of the mean sixth power of the energy.

With these parameters the band term favours 3C and the Coulomb term favours 2H. The sign of the band term is not fixed by the geometry: it is 0.00 meV for V_π = 0 and becomes −15.9 meV per pair for V_π = −2.5 eV, other values unchanged. Both are small beside the energies from which they come, but the signs differ. Geometry explains why the contest is close; it does not decide the winner.

The levels were held fixed, so the charge was not made self-consistent. The filled states give A a charge of 0.894 e in 3C. With that value the Coulomb term becomes −24.8 × 0.894² = −19.8 meV per pair.

Other omissions can be sized with rough assumed inputs:

- Dispersion. An attraction −C₆/r⁶ with C₆ = 5 × 10⁻⁵ eV nm⁶ between all atoms gives −8.3 meV per pair. It is undamped, and damping changes both size and sign: with −C₆/(r⁶ + R⁶) the value is −3.8 meV for R = 0.25 nm, −0.3 meV for R = 0.30 nm and +0.9 meV for R = 0.35 nm.
- Strain. The cell volume per pair is V = Sh = 16d³/(3√3). A 0.5 % strain with stiffness C = 500 GPa has energy ½C(0.005)²V = 0.8 meV per pair. This sets the scale of a relaxation away from ideal proportions.
- Vibrations. A mode has free energy kT ln[2 sinh(ħω/2kT)]. A relative frequency shift δ changes it by δ(ħω/2)coth(ħω/2kT). Six modes with ħω = 80 meV and δ = 0.1 % at 450 K give 0.3 meV per pair. The term grows in proportion to T at high temperature; at 2500 K, in the range where bulk crystals are grown, the same inputs give 1.3 meV per pair.

The dispersion term shows the danger of stopping at the third shell. One atom at 0.3167 nm contributes −50 meV, and the three lost at 0.3638 nm would have contributed −65 meV. That shell alone gives +15 meV and favours 3C. The next exchange, six atoms at 0.4433 nm for three at 0.4782 nm, gives about −27 meV and reverses the sign. The third shell is where the difference starts, not where it ends.

**The real material**

Silicon carbide, used in power devices, does form many polytypes. Density-functional calculations put their energy differences at roughly a few meV per atom, with 2H above 3C. They place 4H and 6H near or slightly below 3C, not partway up towards 2H, so the rule that K(2) alone decides does not hold for this material. The Coulomb term here, −12 meV per atom, is also small beside the total electrostatic energy, but it is larger than these differences and has the wrong sign. It assumes rigid point ions, whereas real charge is spread along the bonds. Neither the size nor the sign of that correction is computed here. Letting a charge distribution taken from 3C relax in 2H can only lower the energy of 2H, so such a response would not by itself repair the sign. For q = 1 e this correction and all other terms must together add more than 12 meV per atom. The figure scales as q², to 10 meV for q = 0.894 e and 3 meV for q = 0.5 e, and the models here do not show how the sum is divided. The tight-binding gap of 8.6 eV is also far from typical, since real silicon carbide has gaps from about 2.4 eV (3C) to about 3.3 eV (4H and 2H). The band term should therefore be read as a rough order of magnitude, meV rather than eV, and neither its value nor its sign is a prediction.

For a device, a small energy per pair means that a change of stacking costs little per unit area. It does not mean that heat flips layers freely, and it says nothing about faults driven by injected carriers, which do expand in 4H bipolar devices. A layer changes its letter over a whole region, so the cost grows with the number of pairs in that region, and the edge of the region has an energy of its own.
